**Twofold amide rotor in plane waves: even and odd blocks, limits and tunnelling**

The program diagonalises H = −B d²/dφ² + (V/2)(1 − cos 2φ), where φ is the angle of the amide group about the metal–nitrogen bond, B the rotational constant of the relative turn and V the barrier. It asserts that the plane-wave matrix agrees with quadrature and that the even-m and odd-m levels agree with finite differences on a half circle with periodic and antiperiodic ends. It also asserts the order of the error in the free-rotor limit, in the harmonic limit and in the tunnelling formula (16/√π) B g^1.5 exp(−2g), with g = √(V/B). For H₂Al–NH₂ at RHF/def2-SVP the output gives V = 0.478 eV, B = 2.05 meV and nine complete level pairs below the barrier. The lowest pair is split by 5.8 × 10⁻¹⁴ eV, found with 40-digit arithmetic, and the classical half-turn rate at 500 K is 4.5 × 10⁸ s⁻¹. Among the neglected effects that are sized, electron correlation is the largest: MP2 raises the barrier to 0.543 eV and cuts the Boltzmann factor to 0.22 of its RHF value.

## Numerical verification

```python
"""Twofold hindered rotor for an amide group turning about a metal-nitrogen bond.

Result under test: H = -B d2/dphi2 + (V/2)(1 - cos 2 phi) in plane waves
exp(i m phi) splits into even-m and odd-m blocks; the levels go to B m^2 + V/2
for V << B and to even/odd pairs at 2 sqrt(B V)(n + 1/2) for V >> B, with pair
splitting (16/sqrt(pi)) B g^1.5 exp(-2 g), g = sqrt(V/B), for n = 0.
B: rotational constant of the relative turn, V: barrier, phi: relative angle.
Example: H2Al-NH2, barrier from RHF/def2-SVP. Energies in eV unless stated.
A potential is a dictionary {n: V_n} for the sum of (V_n/2)(1 - cos n phi).
"""
import numpy as np
import mpmath
from scipy import constants as const
from pyscf import gto, scf, mp, lib

lib.num_threads(1)
mpmath.mp.dps = 40
HARTREE = const.physical_constants["Hartree energy in eV"][0]
HBAR = const.hbar / const.e          # eV s
KB = const.k / const.e               # eV / K


def potential(phi, harmonics):
    return sum(0.5 * v * (1 - np.cos(n * phi)) for n, v in harmonics.items())


def block(B, harmonics, cutoff, parity):
    """Hamiltonian for |m| <= cutoff with m even (parity 0) or odd (1)."""
    m = np.arange(-cutoff, cutoff + 1)
    m = m[m % 2 == parity]
    diff = np.abs(m[:, None] - m[None, :])
    H = np.diag(B * m.astype(float) ** 2)
    for n, v in harmonics.items():
        H += 0.5 * v * (diff == 0) - 0.25 * v * (diff == n)
    return m, H


def levels(B, harmonics, parity, cutoff=60):
    return np.linalg.eigvalsh(block(B, harmonics, cutoff, parity)[1])


def precise_ground(B, harmonics, parity, top=50):
    """Lowest level of a parity from the cosine functions, 40 digits."""
    def fourier(d):
        total = mpmath.mpf(0)
        for n, v in harmonics.items():
            if d == 0:
                total += mpmath.mpf(float(v)) / 2
            elif abs(d) == n:
                total -= mpmath.mpf(float(v)) / 4
        return total
    ms = list(range(parity, top + 1, 2))
    H = mpmath.matrix(len(ms), len(ms))
    for i, a in enumerate(ms):
        for j, b in enumerate(ms):
            if a == 0 and b == 0:
                H[i, j] = fourier(0)
            elif a == 0 or b == 0:
                H[i, j] = mpmath.sqrt(2) * fourier(a + b)
            else:
                H[i, j] = fourier(a - b) + fourier(a + b)
        H[i, i] += mpmath.mpf(float(B)) * a * a
    return min(mpmath.eigsy(H, eigvals_only=True))


def splitting(B, harmonics):
    return float(precise_ground(B, harmonics, 1) - precise_ground(B, harmonics, 0))


def splitting_formula(B, V):
    g = np.sqrt(V / B)
    return 16 / np.sqrt(np.pi) * B * g ** 1.5 * np.exp(-2 * g)


# ---------------- molecule: geometry and electronic energies ----------------
R_NH, R_ALH, ANG_N, ANG_AL = 1.01, 1.58, 125.0, 118.0   # Angstrom, degrees
SYMBOLS = ["Al", "N", "H", "H", "H", "H"]


def positions(r_aln, phi, tilt=0.0):
    """Al at origin, N on z; tilt bends the NH2 plane away from the axis."""
    a, b = np.radians(ANG_AL), np.radians(ANG_N)
    across = np.array([np.cos(phi), np.sin(phi), 0.0])
    normal = np.array([-np.sin(phi), np.cos(phi), 0.0])
    axis = np.array([0.0, 0.0, 1.0])
    nitrogen = r_aln * axis
    rise = -R_NH * np.cos(b) * (np.cos(tilt) * axis + np.sin(tilt) * normal)
    side = R_NH * np.sin(b) * across
    return np.array([[0, 0, 0], nitrogen,
                     [R_ALH * np.sin(a), 0, R_ALH * np.cos(a)],
                     [-R_ALH * np.sin(a), 0, R_ALH * np.cos(a)],
                     nitrogen + rise + side, nitrogen + rise - side])


def energy(r_aln, phi_deg, tilt_deg=0.0, correlated=False):
    xyz = positions(r_aln, np.radians(phi_deg), np.radians(tilt_deg))
    atoms = [(s, tuple(float(c) for c in p)) for s, p in zip(SYMBOLS, xyz)]
    mol = gto.M(atom=atoms, basis="def2-svp", verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-10
    e = mf.kernel()
    assert mf.converged
    if correlated:                       # six core orbitals kept frozen
        return e * HARTREE, (e + mp.MP2(mf, frozen=6).kernel()[0]) * HARTREE
    return e * HARTREE


r_grid = np.array([1.72, 1.78, 1.84])
fit = np.polyfit(r_grid - 1.78, [energy(r, 0) for r in r_grid], 2)
r0 = 1.78 - fit[1] / (2 * fit[0])
assert fit[0] > 0 and 1.70 < r0 < 1.86
e_planar, e_planar_mp2 = energy(r0, 0, correlated=True)
e_perp, e_perp_mp2 = energy(r0, 90, correlated=True)
V = e_perp - e_planar
V_mp2 = e_perp_mp2 - e_planar_mp2
assert V > 0 and V_mp2 > 0
scan = {p: energy(r0, p) - e_planar for p in (30, 45, 60)}
scan[90] = V
orders = [2, 4, 6]
design = np.array([[0.5 * (1 - np.cos(n * np.radians(p))) for n in orders]
                   for p in (30, 60, 90)])
shape = dict(zip(orders, np.linalg.solve(design, [scan[30], scan[60], scan[90]])))
pred45 = float(potential(np.radians(45), shape))
assert abs(pred45 - scan[45]) < 0.03 * V      # point not used in the fit

stretch = np.array([0.0, 0.05, 0.10])
fit90 = np.polyfit(stretch, [e_perp, energy(r0 + 0.05, 90), energy(r0 + 0.10, 90)], 2)
assert fit90[0] > 0
stretch_gain = e_perp - (fit90[2] - fit90[1] ** 2 / (4 * fit90[0]))
tilts = [0, 20, 40, 60]
tilt_energy = [e_perp] + [energy(r0, 90, t) for t in tilts[1:]]
best = int(np.argmin(tilt_energy))
tilt_gain = e_perp - tilt_energy[best]

# ---------------- rotational constant of the relative turn ----------------
m_H = const.m_p + const.m_e
I_top = 2 * m_H * (R_NH * 1e-10 * np.sin(np.radians(ANG_N))) ** 2
I_frame = 2 * m_H * (R_ALH * 1e-10 * np.sin(np.radians(ANG_AL))) ** 2
I_red = I_top * I_frame / (I_top + I_frame)
B = const.hbar ** 2 / (2 * I_red) / const.e
# kinetic energy from hydrogen velocities after removing the overall rotation
step = 1e-4
pos = positions(r0, 0.3)[2:] * 1e-10
vel = (positions(r0, 0.3 + step) - positions(r0, 0.3 - step))[2:] * 1e-10 / (2 * step)
L_axis = m_H * np.sum(pos[:, 0] * vel[:, 1] - pos[:, 1] * vel[:, 0])
I_axis = m_H * np.sum(pos[:, :2] ** 2)
vel = vel - L_axis / I_axis * np.cross([0.0, 0.0, 1.0], pos)
assert abs(m_H * np.sum(vel ** 2) / I_red - 1) < 1e-6

# ---------------- matrix elements by quadrature; origin of the blocks --------
phi = 2 * np.pi * np.arange(256) / 256
all_m = np.arange(-8, 9)
waves = np.exp(1j * np.outer(all_m, phi))
model = {2: V}
for pot in (model, shape):
    quad = (waves.conj() * potential(phi, pot)) @ waves.T / len(phi)
    quad = quad + np.diag(B * all_m ** 2)
    for parity in (0, 1):
        m, H = block(B, pot, 8, parity)
        pick = m + 8
        assert np.allclose(quad[np.ix_(pick, pick)], H, atol=1e-12)
    assert np.max(np.abs(quad[::2, 1::2])) < 1e-12
odd_term = (waves.conj() * np.cos(phi)) @ waves.T / len(phi)
assert np.max(np.abs(odd_term[::2, 1::2])) > 0.4   # odd harmonic mixes blocks


# ---------------- levels against finite differences on a half circle --------
def half_circle_levels(B, harmonics, sign, points=400):
    h = np.pi / points
    H = np.diag(potential(h * np.arange(points), harmonics))
    weights = {0: -5 / 2, 1: 4 / 3, -1: 4 / 3, 2: -1 / 12, -2: -1 / 12}
    for i in range(points):
        for off, w in weights.items():
            j = i + off
            wrap = 1 if 0 <= j < points else sign
            H[i, j % points] -= B * w * wrap / h ** 2
    return np.linalg.eigvalsh(H)


for b_try, pot in ((B, model), (B, shape), (1.0, {2: 3.0})):
    for parity, sign in ((0, 1), (1, -1)):
        diff = (levels(b_try, pot, parity)[:4]
                - half_circle_levels(b_try, pot, sign)[:4])
        assert np.max(np.abs(diff)) < 1e-3 * b_try


# ---------------- free-rotor limit (B = 1) ----------------
def free_residual(v):
    even = v / 2 + np.array([-v**2 / 32, 4 - v**2 / 192, 4 + 5 * v**2 / 192])
    odd = v / 2 + np.array([1 - v / 4 - v**2 / 128, 1 + v / 4 - v**2 / 128,
                            9 + v**2 / 256, 9 + v**2 / 256])
    return np.abs(np.concatenate([levels(1.0, {2: v}, 0, 20)[:3] - even,
                                  levels(1.0, {2: v}, 1, 21)[:4] - odd]))


free_big, free_small = free_residual(0.4), free_residual(0.2)
assert np.all(free_big / free_small > 7)      # error is third order or higher

# ---------------- harmonic limit ----------------
n = np.arange(4)


def harmonic(B, V):
    return 2 * np.sqrt(B * V) * (n + 0.5)


def quartic(B, V):
    return harmonic(B, V) - B / 4 * (2 * n**2 + 2 * n + 1)


for parity in (0, 1):
    res = [levels(1.0, {2: v}, parity)[:4] - quartic(1.0, v) for v in (400.0, 1600.0)]
    assert np.all(np.abs(res[0] / res[1] - 2) < 0.25)   # error ~ sqrt(B/V)

# ---------------- tunnelling splitting ----------------
dev = [splitting(1.0, {2: v}) / splitting_formula(1.0, v) - 1 for v in (100.0, 400.0)]
assert abs(dev[0]) < 0.1 and 1.7 < dev[0] / dev[1] < 2.5   # error ~ 1/g
even, odd = levels(B, model, 0), levels(B, model, 1)
assert abs(float(precise_ground(B, model, 0)) - even[0]) < 1e-10
delta = splitting(B, model)
delta_shape = splitting(B, shape)
delta_mp2 = splitting(B, {2: V_mp2})

# ---------------- cutoff ----------------
cutoffs = [6, 10, 14, 18, 22]
cut_levels = np.array([levels(B, model, 0, c)[[0, 3]] for c in cutoffs])
assert np.all(np.diff(cut_levels, axis=0) < 1e-12)
assert np.all(cut_levels - even[[0, 3]] > -1e-12)
m_even, H_even = block(B, model, 60, 0)
ground = np.linalg.eigh(H_even)[1][:, 0]
variance = np.sum(ground**2 * m_even**2)
assert abs(variance / (np.sqrt(V / B) / 2) - 1) < 0.1

# ---------------- thermal turning ----------------
T = 500.0
kT = KB * T
well = np.linspace(-np.pi / 2, np.pi / 2, 4001)[:-1]
Z = np.mean(np.exp(-potential(well, model) / kT)) * np.pi
rate = 2 * np.sqrt(B * kT / np.pi) * np.exp(-V / kT) / (HBAR * Z)
omega = 2 * np.sqrt(B * V) / HBAR
rate_harm = omega / np.pi * np.exp(-V / kT)
assert 0 < rate_harm / rate - 1 < kT / (2 * V)
Q_quantum = np.sum(np.exp(-even / kT)) + np.sum(np.exp(-odd / kT))
Q_classical = np.sqrt(np.pi * kT / B) * 2 * Z / (2 * np.pi)
x = HBAR * omega / kT
assert abs(Q_quantum / Q_classical - x / (2 * np.sinh(x / 2))) < 0.03

# ---------------- output ----------------
pairs = int(min(np.sum(even < V), np.sum(odd < V)))
meV = 1e3
print(f"N-H, Al-H lengths (chosen): {R_NH}, {R_ALH} Angstrom")
print(f"Al-N-H, N-Al-H angles (chosen): {ANG_N}, {ANG_AL} deg")
print(f"Al-N length, planar, RHF/def2-SVP: {r0:.4f} Angstrom")
unit = const.atomic_mass * 1e-20
print(f"I of NH2, AlH2, reduced: {I_top/unit:.4f}, {I_frame/unit:.4f}, "
      f"{I_red/unit:.4f} u Angstrom^2")
print(f"B: {B*meV:.4f} meV")
print(f"barrier V, RHF rigid: {V:.4f} eV = {V*const.e*const.N_A/1e3:.2f} kJ/mol")
print(f"V/B: {V/B:.2f}   g = sqrt(V/B): {np.sqrt(V/B):.3f}")
print("pair n: even, odd, harmonic, with quartic term (meV)")
for k in range(4):
    print(f"  {k}: {even[k]*meV:.3f}, {odd[k]*meV:.3f}, "
          f"{harmonic(B, V)[k]*meV:.3f}, {quartic(B, V)[k]*meV:.3f}")
print(f"complete pairs below the barrier: {pairs}")
if pairs:
    print(f"|odd-even| of the highest such pair: "
          f"{abs(odd[pairs-1]-even[pairs-1])*meV:.3e} meV")
print(f"variance of m, ground state: {variance:.3f}; "
      f"sqrt(V/B)/2: {np.sqrt(V/B)/2:.3f}")
print("cutoff M: error of even n=0, n=3 (meV)")
for c, row in zip(cutoffs, (cut_levels - even[[0, 3]]) * meV):
    print(f"  {c}: {row[0]:.2e}, {row[1]:.2e}")
print(f"free limit, largest error at V/B=0.4, 0.2: "
      f"{free_big.max():.2e}, {free_small.max():.2e} B")
print(f"splitting formula, relative error at V/B=100, 400: "
      f"{-dev[0]/(1+dev[0]):.4f}, {-dev[1]/(1+dev[1]):.4f}")
print(f"ground splitting, 40 digits: {delta:.4e} eV")
print(f"ground splitting, formula: {splitting_formula(B, V):.4e} eV")
print(f"ground splitting / h: {delta/(2*np.pi*HBAR):.4e} Hz")
print(f"T: {T:.0f} K   kT: {kT*meV:.3f} meV   V/kT: {V/kT:.3f}")
print(f"half-turn rate, flux integral: {rate:.4e} 1/s")
print(f"half-turn rate, harmonic well: {rate_harm:.4e} 1/s")
print("Neglected effects:")
print(f"  V2, V4, V6 of the scan: {shape[2]*meV:.2f}, {shape[4]*meV:.2f}, "
      f"{shape[6]*meV:.2f} meV")
print(f"  energy at 45 deg, fit and direct: {pred45*meV:.2f}, {scan[45]*meV:.2f} meV")
full_even = levels(B, shape, 0)
print(f"  0->1 transition, V only and full shape: {(even[1]-even[0])*meV:.3f}, "
      f"{(full_even[1]-full_even[0])*meV:.3f} meV")
print(f"  ground splitting, full shape: {delta_shape:.4e} eV")
print(f"  Al-N stretch lowers saddle by: {stretch_gain*meV:.2f} meV")
print(f"  N bend lowers saddle by: {tilt_gain*meV:.2f} meV "
      f"(best of {tilts} deg: {tilts[best]})")
print(f"  barrier, frozen-core MP2: {V_mp2:.4f} eV")
print(f"  splitting with MP2 barrier: {delta_mp2:.4e} eV")
print(f"  Boltzmann factor ratio MP2/RHF: {np.exp((V-V_mp2)/kT):.3f}")
print(f"  quantum/classical partition function: {Q_quantum/Q_classical:.4f}")
print("PASS")
```

Output:

```
N-H, Al-H lengths (chosen): 1.01, 1.58 Angstrom
Al-N-H, N-Al-H angles (chosen): 125.0, 118.0 deg
Al-N length, planar, RHF/def2-SVP: 1.7705 Angstrom
I of NH2, AlH2, reduced: 1.3797, 3.9228, 1.0207 u Angstrom^2
B: 2.0477 meV
barrier V, RHF rigid: 0.4779 eV = 46.11 kJ/mol
V/B: 233.39   g = sqrt(V/B): 15.277
pair n: even, odd, harmonic, with quartic term (meV)
  0: 30.762, 30.762, 31.283, 30.771
  1: 91.206, 91.206, 93.848, 91.289
  2: 149.425, 149.425, 156.414, 149.759
  3: 205.269, 205.269, 218.979, 206.181
complete pairs below the barrier: 9
|odd-even| of the highest such pair: 3.192e+00 meV
variance of m, ground state: 7.382; sqrt(V/B)/2: 7.639
cutoff M: error of even n=0, n=3 (meV)
  6: 1.99e+00, 7.43e+01
  10: 2.13e-02, 5.33e+00
  14: 3.83e-05, 4.63e-02
  18: 1.49e-08, 4.74e-05
  22: 9.51e-13, 9.46e-09
free limit, largest error at V/B=0.4, 0.2: 1.57e-05, 1.96e-06 B
splitting formula, relative error at V/B=100, 400: 0.0472, 0.0227
ground splitting, 40 digits: 5.7595e-14 eV
ground splitting, formula: 5.9325e-14 eV
ground splitting / h: 1.3926e+01 Hz
T: 500 K   kT: 43.087 meV   V/kT: 11.092
half-turn rate, flux integral: 4.4951e+08 1/s
half-turn rate, harmonic well: 4.6096e+08 1/s
Neglected effects:
  V2, V4, V6 of the scan: 477.32, -10.93, 0.59 meV
  energy at 45 deg, fit and direct: 228.03, 228.07 meV
  0->1 transition, V only and full shape: 60.444, 58.259 meV
  ground splitting, full shape: 8.2998e-14 eV
  Al-N stretch lowers saddle by: 7.62 meV
  N bend lowers saddle by: 0.00 meV (best of [0, 20, 40, 60] deg: 0)
  barrier, frozen-core MP2: 0.5427 eV
  splitting with MP2 barrier: 8.5467e-15 eV
  Boltzmann factor ratio MP2/RHF: 0.222
  quantum/classical partition function: 0.9254
PASS
```
